# Electrode potential shift from one electron in a periodic Pt(111) cell

## Potential shift from one electron in a periodic (111) cell

### Problem

An electrode is modelled by a periodic $n\times n$ cell of the Pt(111) surface, with lateral area $A$. The nearest-neighbour distance in platinum is roughly $a\approx 2.8$ Å. One face carries a double layer of capacitance per area $C=20\ \mu\mathrm{F/cm^2}$, taken as constant; the other face is field-free. In each cell one electron moves onto the metal and leaves a countercharge $+e$ on the far side of the double layer. The electrode potential is $U=\phi_{\rm metal}-\phi_{\rm solution}$. SI formulas are used.

(a) Find the change $\Delta U$, evaluate it for $n=3$, and give its dependence on $A$.

(b) Which assumptions does the result need, and what happens when they fail?

(c) Does the electrostatic energy scale in the same way?

### Solution (a): the shift

**Area.** The fcc points are $(a_c/2)(i,j,k)$ with $i+j+k$ even and $a_c$ the cube edge. The (111) plane has $i+j+k=0$. Two of its shortest vectors are $(a_c/2)(1,-1,0)$ and $(a_c/2)(1,0,-1)$. Each has length $a=a_c/\sqrt2$, and their scalar product $a_c^2/4=a^2/2$ gives an angle of $60^\circ$. The cell has edge $L=na$, so
$$A=L^2\sin 60^\circ=\frac{\sqrt3}{2}\,n^2a^2 .$$
Every periodic copy receives its own electron, so the metal acquires the mean charge per area $-\sigma$ with $\sigma=e/A$.

**Plane average.** Let $z$ be the surface normal and let the relative permittivity depend on $z$ only. Poisson's equation for the changes in charge and potential is $\nabla\cdot(\varepsilon\nabla\phi)=-\rho/\varepsilon_0$. Average it over the cell at fixed $z$. The lateral part is a two-dimensional divergence, which becomes a flux through the cell boundary, and the fluxes through opposite edges cancel by periodicity. With a bar for the average,
$$\frac{d}{dz}\Big(\varepsilon\,\frac{d\bar\phi}{dz}\Big)=-\frac{\bar\rho}{\varepsilon_0}.$$
Only charge per area enters; the lateral position of the countercharge does not.

The potential far out equals this average. In a charge-free region of uniform $\varepsilon$, a component $\phi_{\mathbf G}(z)e^{i\mathbf G\cdot\mathbf r}$ obeys $\phi_{\mathbf G}''=G^2\phi_{\mathbf G}$, whose bounded solution is $e^{-Gz}$. The widest lattice rows are $\sqrt3L/2$ apart, so the smallest $G$ is $G_{\min}=2\pi/(\sqrt3L/2)=4\pi/(\sqrt3L)$.

**Helmholtz model.** Take a perfect conductor at $z<0$, a dielectric $\varepsilon_r$ at $z>0$, and one ion $+e$ per cell at height $d$, so $\bar\rho=\sigma\,\delta(z-d)$. The cell is neutral and its back face field-free, so by Gauss's law $\bar\phi'=0$ for $z>d$. Integrating across the sheet gives $\varepsilon_r[0-\bar\phi'(d^-)]=-\sigma/\varepsilon_0$. The gap holds no charge, so $\bar\phi'=\sigma/(\varepsilon_0\varepsilon_r)$ throughout it, and the solution rises above the metal by $\sigma d/(\varepsilon_0\varepsilon_r)$. The capacitance per area, metal charge over $\Delta U$, is $C=\varepsilon_0\varepsilon_r/d$, and
$$\Delta U=-\frac{\sigma}{C}=-\frac{e}{CA}=-\frac{2e}{\sqrt3\,C\,n^2a^2}.$$
An added electron makes the electrode more negative.

**Numbers.** The area per atom is $(\sqrt3/2)(2.8\ \text{Å})^2=6.79$ Å$^2$, and nine atoms give $A=61.1$ Å$^2$. Then $\sigma=e/A=26.2\ \mu\mathrm{C/cm^2}$ and
$$|\Delta U|=\frac{26.2\ \mu\mathrm{C/cm^2}}{20\ \mu\mathrm{F/cm^2}}=1.31\ \mathrm V\approx0.048\ \text{hartree}/e .$$
Moving $a$ from 2.75 to 2.85 Å moves this from 1.36 to 1.27 V, so the inputs support about 1.3 V. The shift is large because the whole cell has a capacitance $CA$ of only $1.22\times10^{-19}$ F.

| cell | atoms per layer | $\lvert\Delta U\rvert$ (V) |
|---|---|---|
| $1\times1$ | 1 | 11.8 |
| $2\times2$ | 4 | 2.95 |
| $3\times3$ | 9 | 1.31 |
| $4\times4$ | 16 | 0.737 |
| $6\times6$ | 36 | 0.328 |
| $10\times10$ | 100 | 0.118 |
| $11\times11$ | 121 | 0.098 |

The entries up to $10\times10$ are direct real-space sums over ions and image charges, with the model value $d=3$ Å. Since $d/\varepsilon_r=\varepsilon_0/C=0.443$ Å, this fixes $\varepsilon_r=6.78$. The sums use no plane average; they are tested against $e/(CA)$, and their fitted exponent in $A$ is $-1$. The last entry comes from the formula. In the $3\times3$ cell the potential above an ion differs from that above a hollow site of the ion lattice by 0.0023 V at $z=11$ Å, and this difference decays at 0.8639 Å$^{-1}$ against $G_{\min}=0.8637$ Å$^{-1}$. Every row assumes a constant $C$ over the whole step. The first two rows extend it over 12 and 3 V and are formal values; part (b) shows that the assumption can also fail for the $3\times3$ step.

A real electrode on a potentiostat keeps $U$ fixed during a reaction step. A cell with a fixed electron number drifts by $\Delta U$. For the given $a$ and $C$ the drift first falls below 0.1 V at $n=11$, and only narrowly: with $a=2.75$ Å the $11\times11$ value is $1.359\times9/121=0.101$ V, so the inputs support $n$ of about 11 to 12. Conversely, tuning the $3\times3$ cell by 0.1 V takes $0.1/1.311=0.076$ electrons. With $C$ and the position of the countercharge held fixed, setting $U$ in steps finer than $e/(CA)$ in such a cell therefore requires a fractional electron number per cell, with a matching fractional countercharge, adjusted until $U$ takes the prescribed value.

### Solution (b): conditions

**Partial crossing.** If the ion stops at $d'<d$ in the uniform gap, the field $\sigma/(\varepsilon_0\varepsilon_r)$ acts over $d'$ only, and $|\Delta U|=(d'/d)\,e/(CA)$. For $d'=1$ Å the lattice sum, evaluated at a laterally displaced point, gives $0.437\ \mathrm V=1.311\ \mathrm V/3$.

**What $C$ contains.** Take a layered mean-field model with laterally uniform charge, and measure $U$ from the point of zero charge, with $\phi=0$ deep in the solution. The displacement $D=-\varepsilon_0\varepsilon\phi'$ is continuous, since no charge sheets are present.

The metal ($z<0$, $\varepsilon=1$) screens linearly, $\rho=\varepsilon_0(U-\phi)/\lambda_M^2$. Then $\phi''=(\phi-U)/\lambda_M^2$ and $\phi=U+Be^{z/\lambda_M}$. The metal charge per area is $\sigma_M=\int_{-\infty}^0\rho\,dz=-\varepsilon_0B/\lambda_M$, which equals $D(0)$, so $\phi(0)=U-\sigma_M\lambda_M/\varepsilon_0$.

The gap ($0<z<d$, permittivity $\varepsilon_H$) is charge-free, so $D=\sigma_M$ and $\phi_d\equiv\phi(d)=\phi(0)-\sigma_Md/(\varepsilon_0\varepsilon_H)$.

The electrolyte ($z>d$, permittivity $\varepsilon_w$) holds point ions $\pm e$ of bulk density $n_0$ each. With $u=e\phi/kT$, Boltzmann weights give $\rho=en_0(e^{-u}-e^{u})=-2en_0\sinh u$. Poisson's equation becomes $d^2u/dz^2=\sinh u/\lambda_D^2$ with $\lambda_D^2=\varepsilon_0\varepsilon_wkT/(2n_0e^2)$, that is $u''=\sinh u$ in $x=(z-d)/\lambda_D$. For $|u|\ll1$, $u''=u$ and $\phi=\phi_de^{-x}$, so $\sigma_M=D(d)=\varepsilon_0\varepsilon_w\phi_d/\lambda_D$. Adding the three drops gives $U=\sigma_M/C$ with
$$\frac{\varepsilon_0}{C}=\lambda_M+\frac{d}{\varepsilon_H}+\frac{\lambda_D}{\varepsilon_w}.$$
The $C$ in $e/(CA)$ is this total series capacitance. Round model values $\lambda_M=0.1$ Å, $d=3$ Å, $\varepsilon_H=10$, $\varepsilon_w=80$, $T=300$ K and 1 mol/L give $\lambda_D=3.08$ Å. The sum is $0.1+0.3+0.0385=0.4385$ Å, so $C=20\times0.4427/0.4385=20.19\ \mu\mathrm{F/cm^2}$, as a grid solution of the same equations confirms.

**Two faces.** If both faces of a slab much thicker than $\lambda_M$ touch the same electrolyte, they share $U$. A change $\Delta U$ then alters the charge per cell by $(C_1+C_2)A\,\Delta U$, so $|\Delta U|=e/[(C_1+C_2)A]$. Equal faces of $20\ \mu\mathrm{F/cm^2}$ give $1.311/2=0.655$ V. The grid solution gives $40.38\ \mu\mathrm{F/cm^2}$ and 0.649 V for the layered model, and the addition rule is also tested for unequal gaps.

**Charge-dependent $C$.** With $C(\sigma')=d\sigma'/d|U|$ as a function of the magnitude $\sigma'$ of the metal charge, a step from zero charge gives $|\Delta U|=\int_0^{e/A}d\sigma'/C(\sigma')$. The diffuse layer supplies an explicit case. Multiply $u''=\sinh u$ by $u'$ and integrate, with $u,u'\to0$ in the bulk:
$$\tfrac12u'^2=\cosh u-1=2\sinh^2(u/2),\qquad |u'|=2\sinh(|u|/2).$$
At $x=0$, $|D|=\varepsilon_0\varepsilon_w(kT/e)|u'|/\lambda_D=\sigma$, so $|u'(0)|=s$ with $s=\sigma e\lambda_D/(\varepsilon_0\varepsilon_wkT)$. This is the Grahame equation,
$$|\phi_d|=\frac{2kT}{e}\,\operatorname{arsinh}\frac s2 .$$
Differentiating $\sigma=(2\varepsilon_0\varepsilon_wkT/e\lambda_D)\sinh(e|\phi_d|/2kT)$ with respect to $|\phi_d|$ gives $C_d=(\varepsilon_0\varepsilon_w/\lambda_D)\cosh(e\phi_d/2kT)$, which grows with charge. The metal and gap contribute the inner drop $\sigma(\lambda_M+d/\varepsilon_H)/\varepsilon_0=1.1845$ V in the $3\times3$ cell, and $kT/e=0.02585$ V.

| salt (mol/L) | $C(0)$ ($\mu$F/cm$^2$) | $s$ | $\lvert\phi_d\rvert$ (V) | linear (V) | full (V) |
|---|---|---|---|---|---|
| 1 | 20.2 | 4.41 | 0.079 | 1.30 | 1.26 |
| 0.01 | 11.3 | 44.1 | 0.196 | 2.32 | 1.38 |

At 0.01 mol/L the linear diffuse drop is $s\,kT/e=44.1\times0.02585=1.14$ V, for a total of $1.18+1.14=2.32$ V. The Grahame drop is $2\times0.02585\times\operatorname{arsinh}(22.05)=0.196$ V, for a total of 1.38 V. The estimate $e/[C(0)A]$ exceeds the full model value by 68% of the latter here and by about 3% at 1 mol/L, where the diffuse layer is a small part of the series. The two full values lie close together because the inner drop is common to both and, for $s\gg1$, $2\operatorname{arsinh}(s/2)\approx2\ln s$ grows only logarithmically. For $s\ll1$, $2\operatorname{arsinh}(s/2)=s-s^3/24+\dots$, so the diffuse drop deviates from its linear value by the fraction $s^2/24\propto A^{-2}$, and the $1/A$ law with $C(0)$ returns for large cells. The return to that law is tested at $n=300$; the $s^2/24$ form follows from the series. The model omits ion size, ion correlations, adsorption and dielectric saturation. These omissions matter at this charge: the Boltzmann factor $e^{e|\phi_d|/kT}$ puts the counterion concentration at $z=d$ near 20 mol/L in both rows, so the full values show the trend within the point-ion model and are not predictions for a real interface.

### Solution (c): energy

For a laterally smooth countercharge and constant $C$, moving charge $q$ per cell builds the potential difference $q/(CA)$, so starting from zero charge
$$W=\int_0^e\frac{q}{CA}\,dq=\frac{e^2}{2CA}=\tfrac12e|\Delta U| ,$$
which is 0.655 eV for $3\times3$ and falls as $1/A$. In the linear layered model, Poisson's equation reads $(\varepsilon\phi')'=k^2(\phi-\phi_{\rm ref})$, with $k^2=1/\lambda_M^2$, $\phi_{\rm ref}=U$ in the metal, $k^2=0$ in the gap, and $k^2=\varepsilon_w/\lambda_D^2$, $\phi_{\rm ref}=0$ in the electrolyte. The charging work per area is the free energy $\tfrac12\varepsilon_0\int[\varepsilon\phi'^2+k^2(\phi-\phi_{\rm ref})^2]\,dz$. Its first term is the electrostatic field energy; the second is the cost of building up the screening charge, which in the electrolyte is, for $|u|\ll1$, the loss of ion entropy. Both are quadratic in $\sigma_M$, so each falls as $1/A$ per cell. Since $\phi'=0$ at both ends, integrating by parts turns the first term into $-\int\phi\,k^2(\phi-\phi_{\rm ref})\,dz$. The bracket then sums to $-\int\phi_{\rm ref}\,k^2(\phi-\phi_{\rm ref})\,dz=U\sigma_M/\varepsilon_0$, so the free energy is $\tfrac12\sigma_MU$. Its grid value for the $3\times3$ cell at 1 mol/L is 0.649 eV, half of $e\times1.2985$ V. With $s=4.41$ this cell lies outside the range $|u|\ll1$, so the value illustrates the linear formula and is not an estimate of the actual ion entropy.

Discrete ions behave differently. In the Helmholtz model an ion and its image $-e$ at $z=-d$ keep $\phi=0$ on the conductor. At another ion, a lateral distance $r$ away, they give $(e/4\pi\varepsilon_0\varepsilon_r)[1/r-1/\sqrt{r^2+4d^2}]$. Raising all charges together from zero makes every potential grow in proportion, so the energy per ion is $\tfrac12e$ times the final potential at it. The term from the ion's own image does not depend on $L$. The rest, the energy relative to an infinite cell, is
$$E_{\rm lat}=\frac{e^2}{8\pi\varepsilon_0\varepsilon_r}\sum_{r\ne0}\Big[\frac1r-\frac1{\sqrt{r^2+4d^2}}\Big].$$
Replace the sum by $A^{-1}\int_0^R2\pi r\,dr$. The integral is $(2\pi/A)\,[R-\sqrt{R^2+4d^2}+2d]\to4\pi d/A$, and the energy becomes $e^2d/(2\varepsilon_0\varepsilon_rA)=W$. So $W$ is the smeared version of $E_{\rm lat}$. Since $\sqrt{R^2+4d^2}-R\approx2d^2/R$, the part beyond $R\gg d$ is only the fraction $d/R$ of the integral. Half of it comes from $r<3d/2$, since there $R-\sqrt{R^2+4d^2}+2d=d$, and about 80% from $r<5d$; at such distances a lattice with $L\gg d$ has no other ion.

For $L>2d$, use $(1+y)^{-1/2}=1-y/2+3y^2/8-\dots$ with $y=4d^2/r^2$. The bracket is $2d^2/r^3-6d^4/r^5+\dots$, so
$$E_{\rm lat}=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}\Big[\frac{S_3d^2}{L^3}-\frac{3S_5d^4}{L^5}+\dots\Big],\qquad S_p=\sum_{r\neq0}\Big(\frac Lr\Big)^p,$$
with $S_3=11.03$ for the triangular lattice. The leading term is the repulsion of parallel dipoles and falls as $A^{-3/2}$; the exponent of the direct sum between $n=40$ and $60$ is $-1.499$. Dividing the leading term by $W=e^2d/(2\varepsilon_0\varepsilon_rA)$ with $A=\sqrt3L^2/2$ gives
$$\frac{E_{\rm lat}}{W}\approx\frac{S_3dA}{2\pi L^3}=\frac{\sqrt3\,S_3}{4\pi}\,\frac dL .$$
For $n=10$, $L=28$ Å, this is $1.732\times11.03\times3/(4\pi\times28)=0.163$, against $0.00942/0.0590=0.160$ from the direct sum, lower as the negative next term requires. For $n=3$ the direct sum gives 0.295 eV, 45% of $W$. Within this model, a localized ion shifts the potential by exactly $e/(CA)$, while its finite-size energy is not $e^2/(2CA)$; that capacitor form holds for a countercharge spread uniformly over the cell.

The numerical check carries out the tests named here and prints the numbers used.

## Calculated quantities

```
input a (rough, Pt) = 2.8 angstrom
input C = 20 uF/cm^2
area per atom = 6.7896 angstrom^2
area 3x3 = 61.107 angstrom^2
sigma 3x3 = 26.219 uC/cm^2
cell capacitance C A = 1.2221e-19 F
|dU| 3x3 formula = 1.311 V
|dU| 3x3 formula = 0.048177 hartree/e
|dU| 3x3 with a = 2.75 angstrom = 1.3591 V
|dU| 3x3 with a = 2.85 angstrom = 1.2654 V
Helmholtz d = 3 angstrom
Helmholtz eps_r = 6.7765
d/eps_r = eps0/C = 0.44271 angstrom
|dU| 1x1 lattice sum = 11.799 V
|dU| 2x2 lattice sum = 2.9497 V
|dU| 3x3 lattice sum = 1.311 V
|dU| 4x4 lattice sum = 0.73742 V
|dU| 6x6 lattice sum = 0.32774 V
|dU| 10x10 lattice sum = 0.11799 V
fitted exponent in area = -1
|dU| 3x3, ion at 1 angstrom = 0.43699 V
G_min 3x3 = 0.86371 1/angstrom
ripple decay rate = 0.86392 1/angstrom
ripple top-hollow at z = 11 angstrom = 0.0022607 V
smallest n with |dU| < 0.1 V = 11
|dU| at that n = 0.09751 V
electrons per 3x3 cell for 0.1 V = 0.07628
|dU| 3x3, two equal faces = 0.65548 V
layer inputs: lam_M 0.1 angstrom, eps_H 10.0, eps_w 80.0, T 300.0 K
kT/e = 0.025852 V
1 mol/L one face C, grid = 20.191 uF/cm^2
1 mol/L two faces C, grid = 40.383 uF/cm^2
1 mol/L two faces |dU| 3x3 = 0.64927 V
1 mol/L field energy 3x3, grid = 0.64927 eV
inner-layer drop 3x3 = 1.1845 V
1.0 mol/L lam_D = 3.0805 angstrom
1.0 mol/L C at zero charge = 20.192 uF/cm^2
1.0 mol/L reduced field 3x3 = 4.4107
1.0 mol/L diffuse drop 3x3 = 0.079204 V
1.0 mol/L |dU| 3x3 linear = 1.2985 V
1.0 mol/L |dU| 3x3 nonlinear = 1.2637 V
0.01 mol/L lam_D = 30.805 angstrom
0.01 mol/L C at zero charge = 11.278 uF/cm^2
0.01 mol/L reduced field 3x3 = 44.107
0.01 mol/L diffuse drop 3x3 = 0.19581 V
0.01 mol/L |dU| 3x3 linear = 2.3248 V
0.01 mol/L |dU| 3x3 nonlinear = 1.3803 V
smooth charging energy 3x3 = 0.65548 eV
E_lat 3x3 = 0.2953 eV
smooth charging energy 10x10 = 0.058993 eV
E_lat 10x10 = 0.0094169 eV
S3 = 11.034
E_lat exponent in area, n 40 to 60 = -1.4991
```
